\section*{Why saturation suppresses aspect-ratio dependence in atomic layer etching}

\section*{Question}

Neutrals and ions both reach the bottom of a deep, narrow trench in smaller numbers than they reach an open surface. Why does atomic layer etching with fully saturated steps nevertheless remove almost the same depth per cycle in both places, and why does the difference return when the steps have fixed, short durations?

\section*{The mechanism}

A cycle has two steps. In the first, neutrals modify a thin surface layer, for instance by chlorinating silicon. In the second, ions of low energy remove the modified material. Each step has a natural end: neutrals find no more empty sites, and ions find no more modified material. A surface that receives fewer particles approaches this end more slowly, but the end is the same.

Geometry therefore changes the \emph{time} a step needs. If the step lasts long enough for the slowest surface, the difference in arrival rate leaves almost no trace in the depth. If the step is cut off earlier, the deep surface is stopped further from its end than the open one, and the difference in fluence becomes a difference in depth. Saturation does not repair the transport of particles; it removes the sensitivity of the depth to that transport.

This requires that both steps be self-limiting. I assume that neutrals alone do not etch and, at first, that ions do not sputter unmodified material. ``Fully saturated'' means saturated at the deepest bottom, not merely on open areas.

\section*{Depth removed in one cycle}

Let $\theta$ be the modified fraction of the layer at the trench bottom, averaged over its width. The full layer has thickness $d_0$ and $N$ neutral sites per area. Let $J_b(t)$ be the neutral flux striking the bottom, repeated strikes included, and $s$ the uptake probability on an empty site. With first-order uptake,
\begin{equation}
\frac{d\theta}{dt}=\frac{sJ_b}{N}(1-\theta)
\quad\Longrightarrow\quad
\frac{d}{dt}\ln(1-\theta)=-\frac{sJ_b}{N}.
\end{equation}
Let $\theta_R$ be the coverage left by the previous removal step and $\theta_A$ the coverage after a modification step of duration $t_A$. Integration gives
\begin{equation}
1-\theta_A=(1-\theta_R)e^{-x},\qquad
x=\frac{s}{N}\int_0^{t_A}J_b\,dt .
\label{fill}
\end{equation}
Only the fluence enters, whatever the time course of $J_b$.

In the removal step an ion flux $K_i\Gamma_i$ reaches the bottom, where $\Gamma_i$ is the flux at the mouth. An ion removes $Y\theta$ atoms on average, and the layer contains $nd_0$ atoms per area, with $n$ the atomic density. Hence $nd_0\,d\theta/dt=-YK_i\Gamma_i\theta$, and after a time $t_B$
\begin{equation}
\theta_R=\theta_Ae^{-y},\qquad
y=\frac{YK_i\Gamma_it_B}{nd_0}.
\label{remove}
\end{equation}

After many cycles the coverage repeats. Write $p=e^{-x}$ and $q=e^{-y}$. Inserting $\theta_R=q\theta_A$ in (\ref{fill}) gives $1-\theta_A=p-pq\theta_A$, so $\theta_A=(1-p)/(1-pq)$. The removed fraction is $g=\theta_A-\theta_R=(1-q)\theta_A$, and the depth per cycle is
\begin{equation}
d_0\,g,\qquad
g=\frac{(1-e^{-x})(1-e^{-y})}{1-e^{-x-y}} .
\label{g}
\end{equation}
The aspect ratio $a$, depth divided by width, enters through $x$ and $y$ alone.

\section*{Why saturation removes the dependence}

The relative change of depth with aspect ratio is, by the chain rule,
\begin{equation}
\frac{d\ln g}{da}=E_x\frac{d\ln x}{da}+E_y\frac{d\ln y}{da},
\qquad E_x=\frac{\partial\ln g}{\partial\ln x},\quad
E_y=\frac{\partial\ln g}{\partial\ln y}.
\label{chain}
\end{equation}
The derivatives of $\ln x$ and $\ln y$ describe how the fluences change with geometry; $E_x$ and $E_y$ describe how strongly the depth responds to those changes. Since $dp/dx=-p$,
\begin{align}
\frac{\partial\ln g}{\partial x}
&=\frac{p}{1-p}-\frac{pq}{1-pq}
=\frac{p(1-pq)-pq(1-p)}{(1-p)(1-pq)}\notag\\
&=\frac{p(1-q)}{(1-p)(1-pq)},
\end{align}
and therefore
\begin{equation}
E_x=\frac{x\,e^{-x}(1-e^{-y})}{(1-e^{-x})(1-e^{-x-y})}.
\end{equation}
$E_y$ follows by exchanging $x$ and $y$. Both are positive, so a loss of either fluence lowers the depth. For large $x$ and $y$, however, $E_x\approx xe^{-x}$ and $E_y\approx ye^{-y}$: the response dies out exponentially.

The remaining shortfall also has a simple bound. From (\ref{g}),
\begin{align}
1-g&=\frac{p+q-2pq}{1-pq},\\
p+q-(1-g)&=\frac{(p+q)(1-pq)-(p+q-2pq)}{1-pq}
=\frac{pq(2-p-q)}{1-pq}\ge0 .
\end{align}
Thus $0\le1-g\le e^{-x}+e^{-y}$.

Two other limits show what is lost without saturation. For very small doses, $1-e^{-x}\approx x$ and so on, which gives
\begin{equation}
g\approx\frac{xy}{x+y},\qquad
E_x\approx\frac{y}{x+y},\qquad E_y\approx\frac{x}{x+y}.
\end{equation}
The elasticities add up to one: if both fluences fall by a common factor, so does the depth. This is the law of simultaneous etching. With filling rate $r_n(1-\theta)$ balanced by removal rate $r_i\theta$, one has $\theta=r_n/(r_n+r_i)$ and a rate $r_nr_i/(r_n+r_i)$. Very short cycles thus behave as continuous etching does.

If only the neutral step saturates, $x\to\infty$ and $g\to1-e^{-y}$; if only the ion step does, $g\to1-e^{-x}$. Each still depends on the unsaturated fluence, so both steps must be completed.

\section*{Neutral fluence at the bottom}

Gas molecules in a narrow trench collide with walls, not with each other. Let $\Gamma$ be the neutral flux at the mouth. Let $A\Gamma$ be the flux that arrives at the bottom before any reflection there, and $B$ the probability that a particle leaving the bottom comes back. If a fraction $S=s(1-\theta)$ of the strikes is absorbed, then
\begin{equation}
J_b=A\Gamma+B(1-S)J_b .
\label{flux}
\end{equation}
This steady balance is allowed because the trench fills much faster than $\theta$ changes.

To find $A$ and $B$, take a long trench of unit width with diffuse re-emission and a probability $\gamma$ of losing a radical by recombination at each wall strike. In the cross-section, diffuse emission sends a fraction $\frac12\cos\phi\,d\phi$ into the angle $d\phi$ from the normal. With $\tan\phi=\Delta$, a wall point exchanges particles with the opposite wall, at vertical separation $\Delta$, with weight $k(\Delta)=\frac12(1+\Delta^2)^{-3/2}$. At depth $z$ it receives from the mouth $f(z)=\frac12\bigl(1-z/\sqrt{1+z^2}\bigr)$. For $\Gamma=1$ the wall flux $j$ and $A$ satisfy
\begin{align}
j(z)&=f(z)+(1-\gamma)\int_0^a k(z-z')j(z')\,dz',\\
A&=\sqrt{1+a^2}-a+2(1-\gamma)\int_0^a f(a-z)j(z)\,dz .
\end{align}
The first term of $A$ is the direct flight, $1-2\int_0^af\,dz$. For $B$ the source $f(z)$ is replaced by $f(a-z)$ and the direct term is absent. The numbers below solve these equations with 160 panels per wall, the bottom emitting uniformly.

Now write (\ref{flux}) as $(1-B)J_b=A\Gamma-BSJ_b$ and use $SJ_b=N\,d\theta/dt$. Over the step $\theta$ rises by $g$, so
\begin{equation}
\int_0^{t_A}J_b\,dt=\kappa\Gamma t_A-\frac{B}{1-B}Ng,
\qquad\kappa=\frac{A}{1-B},
\end{equation}
\begin{equation}
x=s\left[\kappa\frac{\Gamma t_A}{N}-\frac{B}{1-B}\,g\right].
\label{x}
\end{equation}
Equations (\ref{g}) and (\ref{x}) are solved together: $g$ rises with $x$ while $x$ falls with $g$, so they have one common solution.

The two terms have different meanings. If walls lose nothing and the bottom absorbs nothing, gas in equilibrium strikes every surface equally, $J_b=\Gamma$. Equation (\ref{flux}) then gives $A+B=1$, hence $\kappa=1$. A saturated bottom would receive the full mouth flux, and geometry would cost only the second term, a finite delay while the bottom consumes neutrals. Recombination on the walls makes $\kappa<1$, a loss that persists for the whole step. Recombination on the bottom itself is neglected; for the silicon example below, at $a=20$, it would lower $\kappa$ from 0.413 to 0.401.

\section*{Ion fluence at the bottom}

Ions enter with energy $E$ along the trench and a transverse temperature $T_i$. Their transverse velocity has standard deviation $\sqrt{k_BT_i/M}$ and their forward velocity is $\sqrt{2E/M}$, so the angular width is $\sigma=\sqrt{k_BT_i/2E}$. In units of the width, an ion is displaced by $D$ on its way down, a Gaussian variable of standard deviation $b=a\sigma$. For $|D|<1$, a fraction $1-|D|$ of the entry positions leads to the bottom. If ions that hit a wall are counted as lost,
\begin{align}
K_i&=\frac{2}{\sqrt{2\pi}\,b}\int_0^1(1-D)e^{-D^2/2b^2}\,dD\notag\\
&=\operatorname{erf}\frac{1}{\sqrt2\,b}
-b\sqrt{\frac2\pi}\left(1-e^{-1/2b^2}\right).
\end{align}
For small $b$ this is $1-b\sqrt{2/\pi}$; for large $b$ it falls as $1/(\sqrt{2\pi}\,b)$. The fraction stays positive, so a finite time can compensate for it.

\section*{How long is long enough}

For a shortfall below $\varepsilon$ it suffices that $e^{-x}$ and $e^{-y}$ are each at most $\varepsilon/2$, that is, $x,y\ge L=\ln(2/\varepsilon)$. Using $g\le1$ in (\ref{x}), sufficient times are
\begin{equation}
t_A=\frac N\Gamma\left[\frac{L}{s\kappa}+\frac BA\right],\qquad
t_B=\frac{nd_0L}{YK_i\Gamma_i}.
\label{times}
\end{equation}
They must be evaluated at the largest aspect ratio to be etched. They are sufficient for a bottom that receives the width-averaged fluxes; the corners receive fewer ions than the average and need a longer ion step.

\section*{Numbers for silicon}

Consider silicon etched with chlorine radicals and argon ions, with rough parameters: $d_0=0.5$ nm, $n=5\times10^{22}$ cm$^{-3}$, $N=2\times10^{15}$ cm$^{-2}$, $s=0.05$ and $\gamma=0.01$. Radicals of mass $m$ at $P=0.3$ mTorr and $T=300$ K give $\Gamma=P/\sqrt{2\pi mk_BT}=1.02\times10^{17}$ cm$^{-2}$s$^{-1}$, or $\Gamma/N=51.1$ s$^{-1}$. With $\Gamma_i=5\times10^{15}$ cm$^{-2}$s$^{-1}$ and $Y=0.5$, the open removal rate is
\[
\frac{Y\Gamma_i}{nd_0}=\frac{0.5\times5\times10^{15}}{5\times10^{22}\times5\times10^{-8}}\ \mathrm{s^{-1}}=1.0\ \mathrm{s^{-1}} .
\]
For $E=50$ eV and $k_BT_i=0.05$ eV, $\sigma=0.0224$.

At $a=20$, $A=0.103$, $B=0.750$, $\kappa=0.413$ and $K_i=0.647$. A short recipe has $t_A=1$ s and $t_B=2$ s. Its bottom fluences are
\begin{align}
x&=0.05\,[0.413\times51.1-3.00\times0.505]=0.98,\\
y&=1.0\times0.647\times2=1.29 ,
\end{align}
and (\ref{g}) returns $g=0.505$. On the open surface $x=2.55$, $y=2.00$ and $g=0.806$. The depth per cycle falls from 0.403 to 0.253 nm. In the bracket for $x$, recombination has reduced 51.1 to 21.1, while the delay takes another 1.5. In this model, where atomic chlorine is the only modifying species, neutral starvation comes mainly from the walls. Molecular chlorine, which is not lost by recombination and also chemisorbs on bare silicon, is left out: if the rest of a 10 mTorr gas were Cl$_2$, an uptake probability near $5\times10^{-4}$ per molecule would already match the radical supply at this bottom, and the neutral deficit would be smaller than computed here. Without recombination, $B/(1-B)=0.846/0.154=5.5$, and $x$ would be at least $0.05(51.1-5.5)=2.3$.

Imposing one deficit at a time on the short recipe gives $g=0.566$ for neutrals alone and $0.684$ for ions alone. Both matter, but their effects do not add: once one step limits the depth, a loss in the other matters less.

With 10 s for each step, $x$ is 25.5 on the open surface and 10.4 at $a=20$; $y$ is 10.0 and 6.5. The fluences still differ by factors of about 2.5 and 1.5. Yet $g$ is 0.99995 and 0.998. The elasticities at $a=20$ explain this through (\ref{chain}): $E_x$ has dropped from 0.48 to 0.0003, and $E_y$ from 0.34 to 0.010. The remaining shortfall, 0.0016, is nearly $e^{-6.47}$, so it belongs to the ion step.

Saturating one step is not enough. Between the open surface and $a=20$, $g$ falls from 0.865 to 0.726 with the long neutral and short ion step, and from 0.922 to about 0.62 with the reverse choice. Multiplying both short times by 0.02, 1, 2 and 4 gives depth ratios between $a=20$ and the open surface of 0.49, 0.63, 0.83 and 0.98.

As etching proceeds, the aspect ratio grows. If the height of the mask is neglected, $h\to h+d_0g(h/w)$ in each cycle for depth $h$ and width $w$. After 800 short cycles a 20 nm trench is 287 nm deep and a 100 nm trench 317 nm, a lag of 9.6\% relative to the wider one. After 800 long cycles both are 400 nm deep to the nearest nanometre, and the lag is 0.04\% in this ideal model.

For $\varepsilon=0.01$, $L=5.30$, and (\ref{times}) gives 2.1 s and 5.3 s on the open surface but 5.2 s and 8.2 s at $a=20$. With the open-surface times, $g$ at $a=20$ would reach only about 0.85. A recipe timed on an open wafer would thus be too short for this trench. With the fluxes resolved across the bottom, 5.2 s and 8.2 s give a mean $g$ of 0.989 and about 0.977 near the corners, slightly short of the target.

\section*{Where a real process departs from this}

Chlorine modification followed by argon bombardment at some tens of eV is an established way to etch silicon in cycles, with removal of the order of half a nanometre per cycle. The parameters above are rough: $\gamma$ depends strongly on the wall condition, and a single $s$ replaces an uptake that slows as the layer thickens. A slow tail in the uptake would lengthen the neutral step. So would stronger recombination: with $\gamma=0.1$ on walls and bottom, the 10 s steps would give only $g\approx0.79$ at $a=20$, and the recipe called long here would no longer be saturated. Charging of insulating masks, which can deflect ions, is not included.

Among the processes left out of the model and estimated below, the largest for the long recipe is sputtering of bare silicon. If bare silicon loses $Y_s$ atoms per ion, the added depth is
\begin{equation}
\frac{Y_sK_i\Gamma_i}{n}\int_0^{t_B}(1-\theta)\,dt
=\frac{Y_sK_i\Gamma_it_B}{n}\left(1-\frac gy\right),
\end{equation}
since $\int\theta\,dt=\theta_A(1-e^{-y})t_B/y=gt_B/y$. For an assumed $Y_s=0.005$ this adds 0.045 nm per long cycle on the open surface and 0.027 nm at $a=20$. The totals are 0.545 and 0.527 nm: the difference grows from 0.15\% to about 3.4\% of the open depth. This part does not saturate, and with it the lag after 800 long cycles rises from 0.04\% to about 1.4\%. Near the sputtering threshold $Y_s$ changes steeply with ion energy; for $Y_s=0.04$ the difference per cycle would be about one sixth of the open depth. An ion step should be long enough to clear the deepest bottom, but further exposure restores a dependence on ion flux.

The other omissions estimated here are smaller in the long recipe. With the neutral fluence held fixed, the poorer ion supply at the bottom corners gives $g=0.992$ there; in the short recipe it gives 0.453 against a mean of 0.503. Ions also strip chlorine from sidewalls, and etching exposes new sidewall. Charging all of this extra neutral demand to the bottom, which overstates its effect, and using the full yield $Y$ for wall strikes lowers the short-recipe $g$ from 0.505 to 0.478 and leaves the long one at 0.998. Ions reflected forward from the walls would act the other way: if all of them reached the bottom at full effect, the short-recipe value would rise to the neutral-only 0.566.

Two of the transport assumptions, flight without gas collisions and a steady flux balance, hold comfortably here. At a total pressure of 10 mTorr the mean free path is about 4 mm, far above the trench dimensions, and the 20 nm trench at $a=20$ fills in a time of the order of 20 ns, far shorter than a step. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Layer d0 0.5 nm; Si density 5.0e+22 cm^-3
Cl sites 2.0e+15 cm^-2; uptake s 0.05
Wall recombination probability 0.01
Cl pressure 0.3 mTorr; gas 300 K
Cl mouth flux 1.022e+17 cm^-2 s^-1
Cl mouth dose rate 51.09 per site per s
Ion flux 5.0e+15 cm^-2 s^-1; yield 0.5 Si/ion
Ion energy 50.0 eV; transverse kT 0.05 eV
Open ion removal rate 1.000 s^-1
Ion angular width 0.02236 rad
Short steps: neutral 1.0 s, ion 2.0 s
Long steps: neutral 10.0 s, ion 10.0 s
AR 20: A 0.1032, B 0.7503, kappa 0.4131
AR 20, no wall loss: A 0.1540, B 0.8460, kappa 1.0000
AR 20: ion fraction K_i 0.6471
short, AR 0: x 2.555, y 2.000, g 0.80594, depth/cycle 0.4030 nm
short, AR 5: x 2.179, y 1.822, g 0.75721, depth/cycle 0.3786 nm
short, AR 10: x 1.710, y 1.643, g 0.68475, depth/cycle 0.3424 nm
short, AR 20: x 0.979, y 1.294, g 0.50532, depth/cycle 0.2527 nm
long, AR 0: x 25.547, y 10.000, g 0.99995, depth/cycle 0.5000 nm
long, AR 5: x 22.312, y 9.108, g 0.99989, depth/cycle 0.4999 nm
long, AR 10: x 17.804, y 8.216, g 0.99973, depth/cycle 0.4999 nm
long, AR 20: x 10.403, y 6.471, g 0.99842, depth/cycle 0.4992 nm
short, AR 20: elasticity to x 0.47659, to y 0.34022
long, AR 20: elasticity to x 0.00032, to y 0.01003
Short, AR 20: neutral deficit only g 0.5660
Short, AR 20: ion deficit only g 0.6841
long neutral/short ion: g open 0.8647, AR 20 0.7259
short neutral/long ion: g open 0.9222, AR 20 0.6175
Short times x 0.02: depth ratio AR 20/open 0.4949
Short times x 1.0: depth ratio AR 20/open 0.6270
Short times x 2.0: depth ratio AR 20/open 0.8266
Short times x 4.0: depth ratio AR 20/open 0.9779
short, 800 cycles: 20 nm trench 286.64 nm, 100 nm trench 317.14 nm, lag 9.62 %
long, 800 cycles: 20 nm trench 399.83 nm, 100 nm trench 399.97 nm, lag 0.04 %
Times for 1 % shortfall, AR 0: neutral 2.07 s, ion 5.30 s
Times for 1 % shortfall, AR 20: neutral 5.16 s, ion 8.19 s
Assumed bare-Si sputter yield 0.005 Si/ion
short: bare-Si sputter/cycle open 0.0060 nm, AR 20 0.0039 nm
short, AR 20: ion-resolved mean g 0.5033, corner g 0.4530
short, AR 20: extra wall uptake 0.731 per site, g 0.4776
long: bare-Si sputter/cycle open 0.0450 nm, AR 20 0.0274 nm
long, AR 20: ion-resolved mean g 0.9979, corner g 0.9923
long, AR 20: extra wall uptake 3.579 per site, g 0.9984
Gas mean free path at 10 mTorr: 4.37 mm
Trench filling time, order of size: 18.9 ns
\end{verbatim}
